# Curvy Steps: Gradient and Hessian for a Rotated Density Matrix

**Q:** You want to minimize an energy $E[P]$ over density matrices. Why not vary the elements of $P$ directly?

**A:** Because they are not independent. Take an orthonormal real basis of $n$ functions and a mean-field state with $N$ fully occupied real orbitals per spin. Its one-spin density matrix satisfies $P^T=P$, $P^2=P$ and $\operatorname{Tr}P=N$. A free variation breaks these conditions. I write instead

$$P(X)=e^{-X}Pe^{X},\qquad X^T=-X,$$

and vary $X$.

**Q:** Show me that the conditions survive, and where antisymmetry enters.

**A:** Since $e^{X}e^{-X}=1$,

$$P(X)^2=e^{-X}P\,e^{X}e^{-X}\,Pe^{X}=e^{-X}P^2e^{X}=P(X).$$

Cyclic invariance gives $\operatorname{Tr}P(X)=\operatorname{Tr}(Pe^{X}e^{-X})=N$. Neither argument used antisymmetry, so both hold for any square $X$. Antisymmetry gives $(e^{X})^T=e^{X^T}=e^{-X}$, and therefore

$$P(X)^T=(e^{X})^TP\,(e^{-X})^T=e^{-X}Pe^{X}=P(X).$$

So it protects the symmetry of $P$. In the numerical check, a general $X$ of Frobenius norm 0.3 left $P$ idempotent to rounding error but gave $\|P-P^T\|=0.303$.

**Q:** You may have restricted the search. Can every projector of rank $N$ be reached?

**A:** Yes, by construction. Let the columns of $C$ and $C'$ be orthonormal occupied orbitals of $P$ and of the target $P'$. Decompose $C^TC'=A\cos\Theta\,B^T$ with orthogonal $A,B$ and angles $0\le\theta_k\le\pi/2$. The columns $u_k$ of $CA$ and $v_k$ of $C'B$ still span the two occupied spaces, and $u_k^Tv_l=\delta_{kl}\cos\theta_k$.

Let $r_k=v_k-\cos\theta_k\,u_k$. Then $u_l^Tr_k=0$, and

$$r_k^Tr_l=\delta_{kl}(1-2\cos^2\theta_k+\cos^2\theta_k)=\delta_{kl}\sin^2\theta_k.$$

For $\theta_k\neq0$, $w_k=r_k/\sin\theta_k$ are thus orthonormal virtual vectors. Choose

$$X=\sum_k\theta_k\,(u_kw_k^T-w_ku_k^T),$$

without the terms of zero angle. Then $-Xu_k=\theta_kw_k$ and $-Xw_k=-\theta_ku_k$, a plane rotation, so $e^{-X}u_k=\cos\theta_k\,u_k+\sin\theta_k\,w_k=v_k$. Hence $P(X)=\sum_kv_kv_k^T=P'$. This $X$ mixes occupied with virtual orbitals and does nothing else.

**Q:** An exponential is awkward to differentiate. How do you expand it?

**A:** Along a fixed direction, with $P_t=P(tX)$,

$$\frac{dP_t}{dt}=-XP_t+P_tX=[P_t,X].$$

Since $X$ is constant, each further derivative adds one commutator. Define $C_0=P$ and $C_{k+1}=[C_k,X]$. Because $X$ commutes with $e^{tX}$, the $k$th derivative is $e^{-tX}C_ke^{tX}$. Taylor's theorem from $t=0$ to $1$ gives

$$P(X)=\sum_{k=0}^{m}\frac{C_k}{k!}+\int_0^1\frac{(1-s)^m}{m!}\,e^{-sX}C_{m+1}e^{sX}\,ds.$$

Orthogonal rotation preserves the Frobenius norm, and $\int_0^1(1-s)^m ds=1/(m+1)$, so the remainder is at most $\|C_{m+1}\|/(m+1)!$. Since $\|C_{k+1}\|\le2\|X\|\|C_k\|$, this tends to zero as $m$ grows, for every $X$. The series begins

$$P(X)=P+[P,X]+\tfrac12[[P,X],X]+\cdots$$

Each term is symmetric: for symmetric $S$, $[S,X]^T=X^TS-SX^T=-XS+SX=[S,X]$.

**Q:** If I cut the series off, do I still have a density matrix?

**A:** The trace is right, because commutators are traceless. Idempotency is lost at a definite order. Put $c_k=C_k/k!$, so that $P(tX)=\sum_kt^kc_k$. Its idempotency for every $t$ requires $\sum_{j=0}^{k}c_jc_{k-j}=c_k$. For the sum $P_m$ truncated after order $m$, the defect $P_m^2-P_m$ therefore has no terms through $t^m$. At $t^{m+1}$ the products with $c_{m+1}$ are missing, as is $c_{m+1}$ itself, and what remains is

$$\sum_{j=1}^{m}c_jc_{m+1-j}=c_{m+1}-Pc_{m+1}-c_{m+1}P.$$

In the occupied-occupied block this equals $-c_{m+1}$, in the virtual-virtual block $+c_{m+1}$, and in the mixed blocks zero.

Now let $X$ be purely occupied-virtual. Its commutator with a block-diagonal matrix is off-diagonal, and with an off-diagonal matrix block-diagonal. Starting from $C_0=P$, the odd $C_k$ are off-diagonal, so the leading defect vanishes for even $m$. The next possible order is $m+2$.

For SiH$_4$, treated below, a direction scaled to $\|X\|=0.2$ gave:

| $m$ | $\lVert P_m-P(X)\rVert$ | $\lVert P_m^2-P_m\rVert$ | measured order of defect |
|---|---|---|---|
| 1 | $1.42\times10^{-2}$ | $1.42\times10^{-2}$ | 2.00 |
| 2 | $6.75\times10^{-4}$ | $7.25\times10^{-5}$ | 4.00 |
| 3 | $2.42\times10^{-5}$ | $2.40\times10^{-5}$ | 3.99 |
| 4 | $6.93\times10^{-7}$ | $8.29\times10^{-8}$ | 6.00 |

The order comes from halving $X$. With occupied-occupied and virtual-virtual parts in $X$, the order for $m=2$ dropped to 3.00, as the general formula allows.

**Q:** Now the gradient. What do you assume about the energy?

**A:** That it is smooth enough to write, for a symmetric change $D$,

$$E[P+D]=E[P]+\operatorname{Tr}(FD)+\tfrac12\operatorname{Tr}(D\,\mathcal K[D])+\cdots$$

Here $F$ is symmetric, and $\mathcal K$ is a linear map between symmetric matrices with $\operatorname{Tr}(A\mathcal K[B])=\operatorname{Tr}(B\mathcal K[A])$. To first order $D=[P,X]$, so the energy changes by

$$\operatorname{Tr}(F[P,X])=\operatorname{Tr}(FPX)-\operatorname{Tr}(PFX)=\operatorname{Tr}([F,P]X).$$

With the inner product $\langle A,B\rangle=\operatorname{Tr}(A^TB)$ and $[F,P]^T=[P,F]$,

$$\operatorname{Tr}(F[P,X])=\langle[P,F],X\rangle,\qquad G=[P,F].\tag{1}$$

$G$ is itself antisymmetric, so it is the gradient at $X=0$. It vanishes when $F$ and $P$ commute: $F$ then has no element between occupied and virtual orbitals. That is stationarity, which does not by itself imply a minimum.

**Q:** I differentiated with respect to one element $X_{ij}$ and found twice your result.

**A:** Both are right. An independent element with $i<j$ changes two entries, $X_{ij}=1$ and $X_{ji}=-1$, so

$$\frac{\partial E}{\partial X_{ij}}=G_{ij}-G_{ji}=2[P,F]_{ij}.$$

**Q:** What are $F$ and $\mathcal K$ in a real calculation?

**A:** For closed-shell Hartree-Fock, let $h$ be the one-electron matrix and $g[D]=2J[D]-K_x[D]$, with

$$J_{pq}=\sum_{rs}(pq|rs)D_{rs},\qquad (K_x)_{pq}=\sum_{rs}(pr|qs)D_{rs}.$$

The Fock matrix is $f=h+g[P]$, and the energy is

$$E=2\operatorname{Tr}(hP)+\operatorname{Tr}(P\,g[P])+E_{\rm nuc}.$$

The permutation symmetry of real integrals makes $g$ self-adjoint, so the two cross terms are equal:

$$E[P+D]-E[P]=2\operatorname{Tr}(hD)+2\operatorname{Tr}(g[P]D)+\operatorname{Tr}(D\,g[D]).$$

Thus $F=2f$ and $\mathcal K[D]=2g[D]$. The factor in $F$ counts the two spins.

My example is tetrahedral SiH$_4$ in the 6-31G basis, with a chosen Si-H distance of 1.48 Å. It has $n=21$, $N=9$ and $M=n-N=12$ virtual orbitals. The atomic-orbital basis has overlap $S\ne1$; if $D_{\rm AO}$ is the one-spin density matrix there, $P=S^{1/2}D_{\rm AO}S^{1/2}$ is the matrix used here.

At an unsymmetrical, nonstationary $P$, all $21\cdot20/2=210$ gradient elements were compared with finite differences of the energy. The largest deviation was $7\times10^{-11}$ hartree, where the largest element was 7.65 hartree.

**Q:** For the Hessian, can I just differentiate the gradient formula?

**A:** It is safer to collect second-order terms, because (1) holds at the expansion point. Insert $D=C_1+\tfrac12C_2+\cdots$:

$$E(X)=E+\langle G,X\rangle+\tfrac12\operatorname{Tr}(F[[P,X],X])+\tfrac12\operatorname{Tr}([P,X]\,\mathcal K[[P,X]])+\cdots$$

The last two terms are $\tfrac12\langle X,HX\rangle$. A Hessian is a symmetric bilinear form, so for two directions

$$\begin{aligned}\langle Y,HX\rangle={}&\tfrac12\operatorname{Tr}(F[[P,X],Y])+\tfrac12\operatorname{Tr}(F[[P,Y],X])\\&+\operatorname{Tr}([P,Y]\,\mathcal K[[P,X]]).\end{aligned}$$

To isolate $Y$, use the identity behind (1), valid for any symmetric $A$ and $B$: $\operatorname{Tr}(B[A,Y])=\langle[A,B],Y\rangle$.

- First trace: $A=[P,X]$ and $B=F$ give $\langle[[P,X],F],Y\rangle$.
- Second trace: cyclic invariance gives $\operatorname{Tr}(F[[P,Y],X])=\operatorname{Tr}([X,F][P,Y])$. Since $[X,F]$ is symmetric, this is $\langle[P,[X,F]],Y\rangle$.
- Third trace: $A=P$ and $B=\mathcal K[[P,X]]$ give $\langle[P,\mathcal K[[P,X]]],Y\rangle$.

Therefore

$$HX=\tfrac12\big([[P,X],F]+[P,[X,F]]\big)+[P,\mathcal K[[P,X]]].\tag{2}$$

The first part is the curvature of the set of projectors seen through $F$; the second is the response of the mean field.

**Q:** Is the symmetrization needed? The two halves look interchangeable.

**A:** Not in general. Expanding the commutators,

$$\begin{aligned}[[P,X],Y]-[[P,Y],X]&=PXY-PYX+YXP-XYP\\&=[P,[X,Y]],\end{aligned}$$

because the terms $XPY$ and $YPX$ cancel. Under the trace with $F$ the difference is $\operatorname{Tr}([F,P][X,Y])$. It vanishes at a stationary point. It also vanishes when $X$ and $Y$ are both occupied-virtual: then $[X,Y]$ is block-diagonal, while $[F,P]$ is off-diagonal, since $P[F,P]P=PFP-PFP=0$ and, with $Q=1-P$ and $QP=0$, also $Q[F,P]Q=0$.

It vanishes trivially when $X$ and $Y$ are both block-diagonal, since then $[P,X]=[P,Y]=0$. For general directions away from stationarity it matters. Among six random pairs of unit-norm directions at the test point, the order dependence reached 0.30 hartree. The symmetrized form agreed with mixed energy differences to an absolute $1.3\times10^{-8}$ hartree.

**Q:** Suppose I do a line search along $X$. Must I sum the commutator series for the slope at finite $t$?

**A:** No. With $F_t$ and $\mathcal K_t$ evaluated at $P_t$, the relation $\dot P_t=[P_t,X]$ holds at every $t$, and $\dot F_t=\mathcal K_t[\dot P_t]$. Hence

$$E'=\operatorname{Tr}(F_t\dot P_t),\qquad E''=\operatorname{Tr}(F_t[\dot P_t,X])+\operatorname{Tr}(\dot P_t\,\mathcal K_t[\dot P_t]).$$

Both passed a finite-difference test at $t=0.7$ on a random curve. They describe motion along the same $X$. For another direction $Y$ at finite $X$, $e^{-(X+\epsilon Y)}$ does not factor simply unless $X$ and $Y$ commute. I avoid this by making the new $P$ the next expansion point, where (1) and (2) apply again.

**Q:** You have 210 parameters, but mixing occupied orbitals among themselves cannot change $P$. Isn't $H$ singular?

**A:** At a stationary point it is. A block-diagonal $R$ satisfies $[P,R]=0$, so every term after $P$ in its series vanishes. There are

$$\frac{N(N-1)}2+\frac{M(M-1)}2=36+66=102$$

such directions, leaving $210-102=108=9\cdot12$ useful ones. Equation (2) gives $HR=\tfrac12[P,[R,F]]$. At stationarity $F$ is block-diagonal too, so $[R,F]$ commutes with $P$ and $HR=0$. Away from stationarity $HR$ need not vanish, although some such directions can stay null. Here the occupied-virtual block of $F$ has rank at most $N=9$, so at least $M-N=3$ virtual vectors are uncoupled from the occupied space; for the three rotations among them $[R,F]$ is block-diagonal and $HR=0$ at any $P$. In either case I project the block-diagonal directions out with

$$\Pi(X)=[P,[P,X]]=PX-2PXP+XP=PXQ+QXP.$$

The gradient is off-diagonal, so $\Pi(G)=G$ and nothing is lost.

**Q:** What do the nonzero eigenvalues mean?

**A:** First drop $\mathcal K$. At stationarity $F$ and $P$ share eigenvectors; let $e_i$ be occupied, $e_a$ virtual, with eigenvalues $F_i,F_a$ of $F$. For $X=e_ae_i^T-e_ie_a^T$,

$$A=[P,X]=-(e_ie_a^T+e_ae_i^T),\qquad [A,F]=(F_a-F_i)X.$$

The other half of (2) is the same: $[X,F]=(F_a-F_i)A$ and $[P,A]=X$. So the eigenvalue is $F_a-F_i=2(\varepsilon_a-\varepsilon_i)$ in terms of Hartree-Fock orbital energies. For SiH$_4$ the smallest is

$$2\,[0.16894-(-0.48300)]=1.30388\ \text{hartree}.$$

The largest, 139.99 hartree, pairs the deepest occupied with the highest virtual orbital. With $\mathcal K$ included, the range becomes 0.805 to 139.37 hartree: the mean-field response softens the lowest mode. These values belong to the 6-31G basis and are not converged: in cc-pVTZ the energy is 0.087 hartree lower, the smallest $2(\varepsilon_a-\varepsilon_i)$ is 1.28 and the range is 0.743 to 148.4 hartree; with the diffuse functions of aug-cc-pVDZ the smallest $2(\varepsilon_a-\varepsilon_i)$ falls to 1.04 and the lowest eigenvalue to 0.718 hartree. All 108 useful eigenvalues are positive and 102 vanish numerically, so the point is a local minimum among real closed-shell determinants. This does not prove that it is global.

**Q:** Why bother with a Hessian? Following $-G$ needs less work per step.

**A:** In the quadratic model, a step $X=-\eta G$ multiplies the error along a mode of curvature $\lambda$ by $1-\eta\lambda$. Stability of the stiffest mode requires $\eta<2/\lambda_{\max}$. The softest error is then multiplied by more than $1-2\lambda_{\min}/\lambda_{\max}=1-2/173.1=0.988$ per step. Without $\mathcal K$, $\lambda_{\min}$ is twice the orbital-energy gap, so a small gap worsens this ratio; with $\mathcal K$, $\lambda_{\min}$ also depends on the response. If $\lambda_{\min}\to0$ the minimum ceases to be well defined at second order. This estimate is for plain steepest descent. Here most of the ratio comes from the stiff rotations out of the Si core orbitals: among rotations of the four valence orbitals alone it is 4.3, and dividing each gradient component by $F_a-F_i$, which needs the orbital energies or an estimate of them, reduces the full ratio to 1.8. A start with full tetrahedral symmetry, like the one below, has no error along the 0.805 mode; its softest excited mode is 0.879 hartree, which gives 0.987.

A Newton step makes $\langle G,X\rangle+\tfrac12\langle X,HX\rangle$ stationary over occupied-virtual $X$. Its derivative along each such $Y$ is $\langle G+HX,Y\rangle=0$, so

$$\Pi(HX)=-G.\tag{3}$$

Conjugate gradients solve this by repeated use of (2), without forming $H$ or diagonalizing anything. Then $P$ is replaced by $e^{-X}Pe^{X}$.

**Q:** Show me the numbers.

**A:** I start from the projector on the nine lowest orbitals of a Fock matrix built from minimal-basis atomic densities, superposed and projected onto the 6-31G basis. Each step took about 18 applications of (2), each with one evaluation of $\mathcal K$, to reduce the residual of (3) by $10^{-10}$. Full steps were accepted throughout:

| step | $E$ (hartree) | $\lVert G\rVert$ (hartree) | $\lVert X\rVert$ |
|---|---|---|---|
| 0 | $-291.164873$ | $1.7\times10^{-1}$ | $1.1\times10^{-1}$ |
| 1 | $-291.173729$ | $2.3\times10^{-3}$ | $1.6\times10^{-3}$ |
| 2 | $-291.173730$ | $6.4\times10^{-7}$ | $4.6\times10^{-7}$ |
| 3 | $-291.173730$ | $7\times10^{-14}$ | converged |

Equation (3) implies $\langle X,HX\rangle=-\langle G,X\rangle$, so the quadratic term should cancel half the linear one. For the first step,

$$-0.017616+0.008808=-0.008808\ \text{hartree}.$$

The actual change was $-0.008856$ hartree; the model missed 0.5% of it, through third and higher orders. The total lowering was 0.00886 hartree, or 0.241 eV. A separate Roothaan diagonalization gave the same energy to the printed $10^{-8}$ hartree and a projector differing by $1.2\times10^{-11}$ in norm.

**Q:** The gradient falls very fast. Is that luck?

**A:** Near a minimum with positive useful curvatures it is expected. In the coordinates of the old $P$, the slope after the step is $G+\Pi(HX)+O(\|X\|^2)$. Equation (3) removes the first two terms. Changing to the coordinates of the new $P$ is a linear map close to the identity for small $X$, so the new gradient is also $O(\|X\|^2)$. Since $\|X\|$ is proportional to $\|G\|$ at leading order for a given direction, the error is squared. Starting at distances $10^{-3}$ and $5\times10^{-4}$ from the minimum, the measured order was 2.000.

**Q:** When would you not trust the method?

**A:** Far from a minimum $H$ can have negative eigenvalues, and (3) may then point to a saddle; the step needs a descent safeguard and an energy check. The eigenvalues of $P$ stay fixed at 1 and 0 under the rotation, so occupation numbers cannot be varied within this parametrization.

The low-scaling use is also conditional. If every matrix keeps a bounded number of nonzero elements per row as the system grows, one matrix product costs work proportional to $n$. The total is linear if, in addition, $F$ and $\mathcal K$ can be built at that cost and the iteration counts stay bounded. A small molecule tests the algebra, not those conditions.

## Table of computed values

```
SiH4, RHF/6-31G, Si-H distance (angstrom): 1.48
basis functions, occupied, virtual: 21 9 12
antisymmetric X, |X|=0.3: |P^2-P| = 1.2e-15, trace error = 3.6e-15
general X, |X|=0.3: |P^2-P| = 1.2e-15, |P-P^T| = 0.303
test point: |G| = 9.2283 hartree
largest gradient element 2|G_ij| = 7.6480 hartree
largest gradient deviation from differences = 7.2e-11 hartree
largest Hessian deviation from differences = 1.3e-08 hartree
largest order dependence without symmetrizing = 0.3017 hartree
curve at t=0.7: E' = 5.65134, E'' = 6.73903 hartree
series along first Newton direction, |X| = 0.2 (dimensionless)
 n  |P_n-P(X)|  bound      |P_n^2-P_n|  defect order
 1  1.419e-02   1.420e-02  1.420e-02    2.00
 2  6.749e-04   6.751e-04  7.247e-05    4.00
 3  2.415e-05   2.416e-05  2.399e-05    3.99
 4  6.933e-07   6.935e-07  8.293e-08    6.00
defect order for n=2 with redundant part in X: 3.00
Newton: step, E (hartree), |G| (hartree), |X|, fraction taken
 0  -291.164873025  1.68e-01  1.14e-01  1
 1  -291.173728838  2.28e-03  1.57e-03  1
 2  -291.173730458  6.37e-07  4.64e-07  1
 3  -291.173730458  6.57e-14  converged
first full step, linear term: -0.0176155 hartree
first full step, quadratic term: 0.0088078 hartree
first full step, model sum: -0.0088078 hartree
first full step, actual change: -0.0088558 hartree
curvy-step minimum: -291.17373046 hartree
diagonalization result: -291.17373046 hartree
|P_curvy - P_diagonalization| = 1.2e-11
total lowering: 0.0088574 hartree = 0.24102 eV
start to minimum in one rotation: |X| = 0.11507, largest angle = 2.401 degrees
Hessian dimension 210, zero modes 102, positive modes 108
HOMO, LUMO energies: -0.48300, 0.16894 hartree
without K: lowest 1.30388, highest 139.9907 hartree
with K: lowest 0.80514, highest 139.3701 hartree
condition number with K: 173.1
|G| after one Newton step from distance 1e-3: 7.57e-07 hartree
measured order of Newton convergence: 2.000
```
